# Surface field of a floating wall in argon plasma

## Problem

A flat, electrically floating wall faces an argon plasma. Between plasma and wall lies a steady, planar sheath without collisions or ionization. The ions are cold and singly charged, and they enter the sheath at the Bohm speed

$$u_B=\sqrt{\frac{eT_e}{M}},$$

where $M$ is the ion mass and $T_e$ is the electron temperature in eV, so that the same number is also a voltage. The electrons follow the Boltzmann relation. At the sheath edge both densities equal $n_s$, the potential $\phi$ is zero and the field is negligible. The unit of length is the Debye length at the edge,

$$\lambda_D=\sqrt{\frac{\varepsilon_0T_e}{en_s}} .$$

(a) Estimate by scaling the field at the wall for a given potential drop across the sheath.

(b) Show that the drop at a floating argon wall is about $4.68\,T_e$, and use the first integral of the sheath equation to show that the surface field is then about $1.57\,T_e/\lambda_D$.

(c) Compare the two results. Find the field in V/cm for $T_e=3$ eV and $n_s=10^{11}\ \mathrm{cm^{-3}}$, and judge how far the neglected effects move it.

Let $x$ increase toward the wall, and define

$$\chi=-\frac{\phi}{T_e},\qquad \xi=\frac{x}{\lambda_D},\qquad F=\frac{d\chi}{d\xi}.$$

The potential falls toward the wall, so $\chi$ rises from 0 to its wall value $\chi_w$. The electric field is $E=-d\phi/dx=(T_e/\lambda_D)F$. A positive $F$ therefore means a field pointing into the wall, which accelerates ions toward it.

## First estimate by scaling

Suppose that the sheath has a width of $s$ Debye lengths and a typical net charge density $\rho$, in units of $en_s$. Gauss's law gives $F_w\sim\rho s$, and the drop is $\chi_w\sim F_ws$. Eliminating $s=F_w/\rho$ gives

$$F_w\sim\sqrt{\rho\,\chi_w}.$$

For the charge density, ignore the electrons, which are repelled, and take the ion density near the wall. An ion that has fallen through $\chi_w$ has a speed of about $\sqrt{2\chi_w}$ in units of $u_B$, if its entry energy is neglected. Since the ion flux is constant, $\rho\sim(2\chi_w)^{-1/2}$, and

$$F_w\sim\left(\frac{\chi_w}{2}\right)^{1/4}.$$

For $\chi_w=4.68$ this is $2.34^{1/4}=1.24$. The estimate puts the surface field at order $T_e/\lambda_D$ and lets it grow only as the fourth root of the drop; the comparison below shows that this power holds only for large drops. The estimate cannot supply the numerical factor, and it has left out the electrons.

## Exact solution of the model

**Densities.** Energy conservation for an ion of speed $v$ reads

$$\tfrac12Mv^2+e\phi=\tfrac12Mu_B^2 .$$

Insert $\phi=-T_e\chi$ and $eT_e=Mu_B^2$:

$$v^2=u_B^2+\frac{2eT_e\chi}{M}=u_B^2(1+2\chi).$$

There is no ionization in the sheath, so $n_iv=n_su_B$. Hence

$$\frac{n_i}{n_s}=\frac{1}{\sqrt{1+2\chi}},\qquad \frac{n_e}{n_s}=e^{\phi/T_e}=e^{-\chi}.$$

**Sheath equation.** Poisson's equation is $d^2\phi/dx^2=-(e/\varepsilon_0)(n_i-n_e)$. With $\phi=-T_e\chi$ and $x=\lambda_D\xi$ the two minus signs cancel:

$$\frac{T_e}{\lambda_D^2}\frac{d^2\chi}{d\xi^2}=\frac{en_s}{\varepsilon_0}\left[\frac{1}{\sqrt{1+2\chi}}-e^{-\chi}\right].$$

By the definition of $\lambda_D$ the factors on the two sides are equal, so

$$\frac{d^2\chi}{d\xi^2}=\frac{1}{\sqrt{1+2\chi}}-e^{-\chi}.$$

**First integral.** Multiply by $d\chi/d\xi$. The left side becomes the derivative of $F^2/2$. On the right,

$$\frac{1}{\sqrt{1+2\chi}}\frac{d\chi}{d\xi}=\frac{d}{d\xi}\sqrt{1+2\chi},\qquad -e^{-\chi}\frac{d\chi}{d\xi}=\frac{d}{d\xi}e^{-\chi}.$$

Integrate from the edge, where $\chi=0$, $F=F_0$ and each of these two functions equals 1:

$$\tfrac12\left(F^2-F_0^2\right)=\left(\sqrt{1+2\chi}-1\right)-\left(1-e^{-\chi}\right).$$

This is a momentum balance. In units of $en_sT_e$, the first bracket is the gain in ion momentum flux, the second is the loss of electron pressure, and the left side is the increase of $\varepsilon_0E^2/2$.

**The edge field.** Setting $F_0=0$ needs a justification, because a point with $\chi=0$ and $F=0$ is itself an equilibrium of the sheath equation. For small $\chi$,

$$\sqrt{1+2\chi}=1+\chi-\frac{\chi^2}{2}+\frac{\chi^3}{2}-\dots,\qquad e^{-\chi}=1-\chi+\frac{\chi^2}{2}-\frac{\chi^3}{6}+\dots$$

The linear and quadratic terms cancel in the sum, leaving $F^2/2\simeq\chi^3/3$, or $d\chi/d\xi\simeq\sqrt{2/3}\,\chi^{3/2}$. Therefore

$$\frac{d}{d\xi}\chi^{-1/2}=-\frac12\chi^{-3/2}\frac{d\chi}{d\xi}\simeq-\frac{1}{\sqrt6},\qquad \chi\simeq\frac{6}{(\xi_0-\xi)^2},$$

with $\xi_0$ a constant. The potential decays algebraically into the plasma, and the edge with zero field lies infinitely far away on the Debye scale. In a real plasma the presheath supplies a small field $F_0$ instead. It enters the wall field in quadrature: even $F_0=0.10$ changes $F_w$ from 1.5671 to 1.5703 at $\chi_w=4.68$.

The cancellation of the quadratic terms depends on the entry speed. For ions entering at $m u_B$, the ion bracket becomes $m^2(\sqrt{1+2\chi/m^2}-1)=\chi-\chi^2/(2m^2)+\dots$, and with $F_0=0$

$$\tfrac12F^2=\tfrac12\chi^2\left(1-\frac1{m^2}\right)+\dots$$

For $m<1$ this is negative at small $\chi$, so no such sheath can start from zero field. At $\chi=0.1$ the complete expression gives $-0.000674$ for $m=0.9$ and $+0.000283$ for $m=1$. For $m=1$ the net charge is positive at every $\chi>0$, because $e^{2\chi}>1+2\chi$ implies $(1+2\chi)^{-1/2}>e^{-\chi}$. The field then grows all the way to the wall:

$$F_w=\sqrt{2\left[\sqrt{1+2\chi_w}+e^{-\chi_w}-2\right]}.$$

**The floating drop.** A floating wall draws no net current. Of the Maxwellian electrons at the edge, those reach the wall whose velocity toward it exceeds $v_b=\sqrt{2eT_e\chi_w/m_e}$. Their flux is

$$\Gamma_e=n_s\sqrt{\frac{m_e}{2\pi eT_e}}\int_{v_b}^{\infty}v\,e^{-m_ev^2/(2eT_e)}\,dv=n_s\sqrt{\frac{eT_e}{2\pi m_e}}\;e^{-\chi_w},$$

since the integral equals $(eT_e/m_e)e^{-\chi_w}$. Equating this to the ion flux $n_s\sqrt{eT_e/M}$ gives

$$e^{\chi_w}=\sqrt{\frac{M}{2\pi m_e}},\qquad \chi_w=\frac12\ln\frac{M}{2\pi m_e}.$$

For argon, with $M=39.948$ u, $\chi_w=4.679$, which rounds to the stated 4.68. This drop is counted from the sheath edge and does not include the presheath.

**The surface field.** With $\chi_w=4.68$,

$$\sqrt{1+2\chi_w}=\sqrt{10.36}=3.2187,\qquad e^{-\chi_w}=0.0093,$$

$$\tfrac12F_w^2=3.2187+0.0093-2=1.2280,\qquad F_w=\sqrt{2.4559}=1.567.$$

Thus $E_w\simeq1.57\,T_e/\lambda_D$, as was to be shown. As a test that does not use the first integral, Newton's equation for the ions, flux conservation and Poisson's equation were integrated together from $\chi=0$, with entry at $u_B$ and a starting field of $10^{-4}$. The wall field again came out as 1.5671.

## Comparison of the two results

The estimate of 1.24 is 21% below the exact model value. To see why, write the first integral as

$$F_w^2=2\int_0^{\chi_w}\left(\frac{n_i-n_e}{n_s}\right)d\chi=2\chi_w\langle\rho\rangle,$$

where $\langle\rho\rangle$ is the net charge density averaged over potential. The scaling argument had the same form without the factor 2, and with the wall ion density $(2\chi_w)^{-1/2}=0.33$ in place of $\langle\rho\rangle$. The true average has two parts:

$$\langle\rho\rangle=\frac{2.2187}{4.68}-\frac{0.9907}{4.68}=0.474-0.212=0.262.$$

The first term is the ion contribution, larger than 0.33 because the ions are denser away from the wall. The second is the electron contribution, which cancels 45% of the first. The estimate thus uses too large a net density but lacks the factor 2, and the two errors partly compensate.

The electrons and the entry energy cease to matter at a large drop. Then $\sqrt{1+2\chi_w}\simeq\sqrt{2\chi_w}$ dominates the bracket, and

$$F_w\simeq(8\chi_w)^{1/4}=2\left(\frac{\chi_w}{2}\right)^{1/4}.$$

This is the Child-law limit. It has the power found by scaling, with a numerical factor of 2. The approach to it is slow. Keeping the constant $-2$ in the bracket gives

$$F_w^2\simeq2\sqrt{2\chi_w}\left(1-\frac{2}{\sqrt{2\chi_w}}\right),$$

so the leading relative correction to $F_w$ is $-1/\sqrt{2\chi_w}$, which is 10% at $\chi_w=50$. At the floating drop the Child limit would give 2.47, or 58% more than the first integral. The dependence on the drop is also stronger there than a fourth root: differentiating the first integral gives $dF_w/d\chi_w=[(1+2\chi_w)^{-1/2}-e^{-\chi_w}]/F_w=0.192$, so the local power is $(\chi_w/F_w)\,dF_w/d\chi_w=0.57$ instead of $1/4$. A floating sheath is not a high-voltage sheath.

The width shows a larger discrepancy. The estimate implies $s\sim\chi_w/F_w=4.68/1.24\simeq3.8$, whereas the distance from $\chi=0.1$ to the wall is 10.5 Debye lengths. The scaling argument treats the field as if it had its wall value throughout, but the field fades as $\chi^{3/2}$ toward the plasma. Much of the width is therefore a weak-field region that contributes little to the drop.

## Field in a processing plasma

For $T_e=3$ eV and $n_s=10^{11}\ \mathrm{cm^{-3}}$ the Debye length is 40.7 µm, and

$$E_w=1.567\times\frac{3\ \mathrm{V}}{40.7\times10^{-4}\ \mathrm{cm}}\simeq1.15\times10^{3}\ \mathrm{V/cm},$$

or 0.00115 MV/cm. The drop is $4.68\times3=14.0$ V, and the distance from $\chi=0.1$ to the wall is 426 µm. In the collisionless model an ion enters with $T_e/2$ of kinetic energy and strikes the wall with $(0.5+4.68)\times3=15.5$ eV; collisions in the sheath lower this value. At fixed drop in units of $T_e$, the field scales as $T_e/\lambda_D\propto\sqrt{n_sT_e}$.

The density in $\lambda_D$ must be that of the sheath edge. If the ions start from rest in the bulk and reach $u_B$ without collisions, the presheath drop is $T_e/2$, because $Mu_B^2/2=eT_e/2$. The Boltzmann relation then gives $n_s=n_0e^{-1/2}=0.61\,n_0$, where $n_0$ is the bulk density. The bulk Debye length is $\lambda_{D0}=\lambda_De^{-1/4}$, so the same field reads

$$E_w=1.567\,e^{-1/4}\,\frac{T_e}{\lambda_{D0}}=1.22\,\frac{T_e}{\lambda_{D0}}.$$

The ratio 0.61 assumes that every ion starts at the potential maximum. In the collisionless kinetic (Tonks–Langmuir) presheath, where ions are born throughout the plasma, the presheath drop is $0.854\,T_e$, the ratio is 0.43 and the floating-wall field is $1.08\,T_e/\lambda_{D0}$. When the ion mean free path is much shorter than the plasma, as at the 5 mTorr considered below, the ratio is lower still, roughly 0.2 to 0.3 for gaps of 5 to 20 cm, and the conversion above should not be used.

### What the model neglects

**Ion-neutral collisions.** Take argon gas at 5 mTorr and 300 K with a rough cross section of $10^{-14}\ \mathrm{cm^2}$. The ion mean free path is 0.62 cm, and its inverse in Debye units is $\epsilon=0.00655$. With a drag force $Mv^2$ per mean free path and $u=v/u_B$, the ion equation is $u\,du/d\xi=F-\epsilon u^2$. In the quasineutral presheath $1/u=e^{-\chi}$, hence $du/d\xi=uF$ and

$$F=\frac{\epsilon u^2}{1-u^2}.$$

This diverges at the Bohm speed, where quasineutrality fails, so the edge field cannot be estimated as $\epsilon$. Integration of the full equations from the presheath, starting at half the Bohm speed, gives $F=0.044$ at $\chi=0$. Here $n_s$ is defined as the ion flux divided by $u_B$, and $\chi=0$ is the point where the electron density equals $n_s$. At the same drop of 4.68 the wall field is 1.599, an increase of 2.1%. The edge field accounts for little of this: $0.044^2$ is 0.08% of $F_w^2$. The rest must come from the charge integral, through the higher density of the slowed ions. With drag ten times weaker the change falls to 0.3%.

**Absorbed electrons.** Electrons that reach the wall do not return, so the Boltzmann density is too high near it. Removing them at fixed drop, with the edge density still $n_s$, raises the field by 0.3%.

**Warm ions.** For a rough ion temperature of 0.05 eV, treated as a one-dimensional adiabatic pressure, the squared entry speed rises by the factor $1+3(0.05/3)=1.05$. The larger ion flux lowers the floating drop to $4.656\,T_e$, yet the changed ion density outweighs this and the field rises by 0.85%.

**Secondary electrons.** If each ion releases 0.1 electron, a rough value, the wall must collect 1.1 electrons per ion. The drop then falls by $\ln1.1$ to $4.585\,T_e$, and the field falls by 1.2%, with the space charge of the secondaries neglected (it would change the field by less than 0.05%). Emission caused by the arriving electrons is a separate effect: a yield $\delta$ shifts the drop by $\ln(1-\delta)$, which lowers the field by 1.3% for $\delta=0.1$ and by 4.5% for $\delta=0.3$.

**A depleted electron tail.** The drop is set by the few electrons energetic enough to reach the wall. If their flux at a given barrier is smaller by a factor $e$, while the bulk of the distribution keeps its temperature, the drop falls by one $T_e$. If the electron density inside the sheath is still taken from the Boltzmann relation, the field becomes $1.354\,T_e/\lambda_D$, which is 13.6% lower. The missing tail electrons also remove negative space charge, which raises the field, so the actual reduction is smaller. For an isotropic distribution reduced by the factor $e$ above an energy of $2\,T_e$, $3\,T_e$ or $3.6\,T_e$, with the entry speed adjusted to the Bohm value of that distribution, the field falls by 5%, 8.5% or 10%.

The chosen temperature, density and pressure are rough typical values for low-pressure inductive argon discharges used in etching. A tail depleted by the assumed factor $e$ moves the field by about 5 to 10%. Fluid drag, absorbed electrons, warm ions and ion-induced secondaries, in the simple treatments used here, each change it by about 2% or less for these parameters. These treatments omit the spread of ion speeds that arises in a real presheath, which can matter as much as the tail. In the thin-sheath limit the mean entry speed is $1.14\,u_B$ for a collisionless ionizing presheath and about $1.25\,u_B$ for a charge-exchange presheath. At the floating drop, with $\lambda_D$ taken at the edge density, the field is then about 6% and 8% higher. If $n_s$ is instead defined as the ion flux divided by $u_B$, it is about 1% and 3% lower. The value $1.57\,T_e/\lambda_D$ is therefore good to roughly 10% in a real discharge. The result applies to a floating surface with a steady sheath. It does not describe an electrode under radio-frequency bias, where the drop is imposed from outside and varies in time. The numerical output lists the values used here.

## Table of computed values

```
Argon ion mass: 39.948 u
Floating drop from flux balance: 4.6789 Te
Drop used: 4.68 Te
sqrt(1+2 chi_w): 3.2187
exp(-chi_w): 0.00928
Half the squared field: 1.2280
Squared field: 2.4559
Wall field, first integral: 1.5671 Te/lambda_D
Wall field, direct integration: 1.5671 Te/lambda_D
Trial edge field: 0.10 Te/lambda_D
Wall field with trial edge field: 1.5703 Te/lambda_D
Half squared field, Mach 0.9, chi 0.1: -0.000674
Half squared field, Mach 1.0, chi 0.1: 0.000283
Slope dF_w/dchi_w: 0.1923
Edge-to-bulk density ratio: 0.6065
Wall field in bulk Debye units: 1.2205 Te/lambda_D0
Electron temperature: 3.0 eV
Edge density: 1.0e+11 cm^-3
Bohm speed: 2.692 km/s
Edge Debye length: 40.72 um
Wall drop: 14.04 V
Surface field: 1155 V/cm
Surface field: 0.00115 MV/cm
Distance from chi=0.1 to wall: 10.47 lambda_D
Distance from chi=0.1 to wall: 426 um
Ion impact energy: 15.54 eV
Gas pressure: 5.0 mTorr
Gas temperature: 300 K
Rough ion-neutral cross section: 1e-14 cm^2
Ion mean free path: 0.62 cm
Debye length / mean free path: 0.00655
Field at chi=0 with drag: 0.0444 Te/lambda_D
Wall field with drag: 1.5994 Te/lambda_D
Change by drag: +2.06 %
Change by drag ten times weaker: +0.32 %
Change by absorbed electrons: +0.27 %
Rough ion temperature: 0.05 eV
Floating drop with warm ions: 4.656 Te
Change by warm ions: +0.85 %
Rough secondary yield: 0.10
Floating drop with secondaries: 4.585 Te
Change by secondaries: -1.18 %
Wall field for drop lower by 1 Te: 1.3539 Te/lambda_D
Change for drop lower by 1 Te: -13.60 %
```
